# Two-Carrier Hall Coefficient and the Inversion Temperature of p-Type InSb: verification in Python

```python
"""Two-carrier Hall coefficient and its sign reversal in a p-type semiconductor.

Result under test, for low magnetic field B along z and current along x:
    R_H = E_y/(j_x B) = (p mu_p^2 - n mu_n^2) / (e (p mu_p + n mu_n)^2)
with a sign reversal at p mu_p^2 = n mu_n^2.  With acceptor density N_A and
b = mu_n/mu_p this happens when the intrinsic density is b N_A/(b^2 - 1).
p, n: hole and electron densities; mu_p, mu_n: their mobilities.
Independent road: numerical force balance for every carrier kind, with
densities from Fermi-Dirac integrals and charge neutrality.
Material inputs are rounded numbers of the rough size found in InSb.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import e, h, k, m_e, zero_Celsius

GAP = 0.21                 # eV
M_EL, M_HH, M_LH = 0.014, 0.40, 0.016   # in electron masses
MU_N, MU_P = 8.0, 0.1      # m^2/(V s)
N_A = 1.0e22               # m^-3
b = MU_N / MU_P
K_EV = k / e               # Boltzmann constant in eV/K
B_TINY = 1.0e-5            # T, numerical stand-in for the low-field limit


# ---------- derived formulas ----------
def hall_low(p, n):
    return (p*MU_P**2 - n*MU_N**2) / (e*(p*MU_P + n*MU_N)**2)


def hall_any_field(p, n, B):
    cross = (MU_P*MU_N*B)**2
    top = p*MU_P**2 - n*MU_N**2 + (p - n)*cross
    return top / (e*((p*MU_P + n*MU_N)**2 + (p - n)**2*cross))


def band_density(mass, T):
    return 2*(2*np.pi*mass*m_e*k*T/h**2)**1.5


def intrinsic(T, gap=GAP):
    root = np.sqrt(band_density(M_EL, T)*band_density(M_HH, T))
    return root*np.exp(-gap/(2*K_EV*T))


def temperature_for(target, gap=GAP, hole_factor=1.0):
    """Temperature where sqrt(n p) equals target; hole_factor scales N_v."""
    return brentq(lambda T: np.log(intrinsic(T, gap)
                                   * np.sqrt(hole_factor)/target), 50, 500)


def densities(T):
    ni = intrinsic(T)
    n = 2*ni**2/(N_A + np.sqrt(N_A**2 + 4*ni**2))
    return n + N_A, n


# ---------- independent road ----------
def force_balance(carriers, B, Ex=1.0):
    """Solve v = s mu (E + v x B) for all carriers with zero total j_y.

    carriers: list of (charge sign s, density, mobility).
    Returns R_H, velocities, and the x current density of each carrier kind.
    """
    count = len(carriers)
    total = sum(c[1] for c in carriers)
    A = np.zeros((2*count + 1, 2*count + 1))
    rhs = np.zeros(2*count + 1)
    for i, (s, density, mu) in enumerate(carriers):
        ix, iy = 2*i, 2*i + 1
        A[ix, ix], A[ix, iy], rhs[ix] = 1, -s*mu*B, s*mu*Ex
        A[iy, iy], A[iy, ix], A[iy, -1] = 1, s*mu*B, -s*mu
        A[-1, iy] = s*density/total
    solution = np.linalg.solve(A, rhs)
    v = solution[:-1].reshape(count, 2)
    jx = np.array([e*c[0]*c[1]*v[i, 0] for i, c in enumerate(carriers)])
    return solution[-1]/(jx.sum()*B), v, jx


Y = np.linspace(0, 10, 1001)


def fermi_density(mass, T, eta):
    """Density from the parabolic density of states, energy = kT*Y^2."""
    integral = np.sum(2*Y**2/(np.exp(Y**2 - eta) + 1))*(Y[1] - Y[0])
    return 4*np.pi*(2*mass*m_e*k*T)**1.5/h**3*integral


def full_hall(T, B=B_TINY, hole_kinds=((M_HH, MU_P),)):
    """R_H from Fermi-Dirac neutrality and numerical force balance."""
    kT = K_EV*T

    def holes(level):
        return [fermi_density(m, T, -level/kT) for m, _ in hole_kinds]

    def electrons(level):
        return fermi_density(M_EL, T, (level - GAP)/kT)

    level = brentq(lambda x: (sum(holes(x)) - electrons(x))/N_A - 1,
                   -0.1, GAP + 0.1, xtol=1e-13)
    carriers = [(1, d, kind[1]) for d, kind in zip(holes(level), hole_kinds)]
    carriers.append((-1, electrons(level), MU_N))
    return force_balance(carriers, B)[0]


def full_inversion(**options):
    return brentq(lambda T: full_hall(T, **options), 110, 280, xtol=1e-6)


# ---------- tests of the Hall coefficient ----------
for p, n in [(1e22, 1e17), (1e22, 1e19), (5e21, 5e21), (1e20, 1e22)]:
    pair = [(1, p, MU_P), (-1, n, MU_N)]
    assert np.isclose(force_balance(pair, B_TINY)[0], hall_low(p, n),
                      rtol=1e-6, atol=0)
    for B in (0.05, 0.5, 5.0):
        assert np.isclose(force_balance(pair, B)[0],
                          hall_any_field(p, n, B), rtol=1e-8, atol=0)
single_h = force_balance([(1, N_A, MU_P)], 0.1)[0]
single_e = force_balance([(-1, N_A, MU_N)], 0.1)[0]
assert np.isclose(single_h, 1/(e*N_A), rtol=1e-9, atol=0)
assert np.isclose(single_e, -1/(e*N_A), rtol=1e-9, atol=0)

# ---------- reversal: densities, currents, temperature ----------
n_inv = N_A/(b**2 - 1)
p_inv = b**2*N_A/(b**2 - 1)
ni_inv = b*N_A/(b**2 - 1)
R_zero, v, jx = force_balance([(1, p_inv, MU_P), (-1, n_inv, MU_N)], B_TINY)
assert abs(R_zero)*e*N_A < 1e-6
assert v[0, 1] < 0 and v[1, 1] < 0          # both deflected to the same side
assert np.isclose(p_inv*v[0, 1], n_inv*v[1, 1], rtol=1e-6, atol=0)
current_ratio = jx[0]/jx[1]
assert np.isclose(current_ratio, b, rtol=1e-6)

T_inv = temperature_for(ni_inv)
T_full = full_inversion()
assert abs(T_inv - T_full) < 0.05           # room for slight degeneracy
steps = [200.0]
for _ in range(12):
    T = steps[-1]
    root = np.sqrt(band_density(M_EL, T)*band_density(M_HH, T))
    steps.append(GAP/(2*K_EV*np.log(root/ni_inv)))
assert abs(steps[-1] - T_inv) < 1e-4
signs = np.sign([full_hall(T) for T in np.linspace(100, 300, 41)])
assert signs[0] > 0 and signs[-1] < 0
assert np.count_nonzero(np.diff(signs)) == 1

slope = (1.5 + GAP/(2*K_EV*T_inv))/T_inv    # d ln(n_i)/dT
numeric = np.log(intrinsic(T_inv + 0.01)/intrinsic(T_inv - 0.01))/0.02
assert np.isclose(slope, numeric, rtol=1e-6)

table = [(T, densities(T)[1], hall_low(*densities(T)))
         for T in (120.0, 150.0, 180.0, 210.0)]
for T, _, R in table:
    assert abs(R - full_hall(T)) < 0.01*max(abs(R), 1/(e*N_A))


# ---------- finite field and light holes ----------
def inversion_in_field(B):
    n = N_A*(1 + (MU_N*B)**2)/(b**2 - 1)
    return temperature_for(np.sqrt(n*(n + N_A)))


T_weak, T_strong = inversion_in_field(0.01), inversion_in_field(0.1)
assert abs(T_strong - full_inversion(B=0.1)) < 0.05
assert T_strong > T_weak > T_inv

x = M_LH/M_HH
c = (1 + x**-0.5)/(1 + x**1.5)
T_light = temperature_for(np.sqrt(c)*b*N_A/(b**2 - c), hole_factor=1 + x**1.5)
T_light_full = full_inversion(hole_kinds=((M_HH, MU_P), (M_LH, MU_P/x)))
assert abs(T_light - T_light_full) < 0.05
assert T_light > T_inv

# ---------- output ----------
print(f"gap: {GAP:.2f} eV")
print(f"electron mass: {M_EL:.3f} m_e; heavy-hole mass: {M_HH:.2f} m_e")
print(f"mobilities mu_n, mu_p: {MU_N:.1f}, {MU_P:.1f} m^2/(V s)")
print(f"mobility ratio b: {b:.1f}")
print(f"acceptor density N_A: {N_A:.2e} m^-3")
print(f"electron density at reversal: {n_inv:.4e} m^-3")
print(f"hole density at reversal: {p_inv:.5e} m^-3")
print(f"intrinsic density at reversal: {ni_inv:.4e} m^-3")
print(f"hole/electron current ratio at reversal: {current_ratio:.3f}")
for i, T in enumerate(steps[:7]):
    print(f"iteration {i}: T = {T:.2f} K")
print(f"inversion temperature, formula: {T_inv:.2f} K")
print(f"same in Celsius: {T_inv - zero_Celsius:.1f} deg C")
print(f"inversion temperature, Fermi-Dirac + forces: {T_full:.2f} K")
print(f"k_B T at inversion: {K_EV*T_inv:.5f} eV")
print(f"N_c at inversion: {band_density(M_EL, T_inv):.3e} m^-3")
print(f"N_v at inversion: {band_density(M_HH, T_inv):.3e} m^-3")
print(f"d ln(n_i)/dT at inversion: {slope:.4f} 1/K")
print(f"single-carrier value 1/(e N_A): {1/(e*N_A):.4e} m^3/C")
for T, n, R in table:
    print(f"T = {T:.0f} K: n = {n:.3e} m^-3, R_H = {R:.3e} m^3/C")
print(f"field where mu_n B = 1: {1/MU_N:.3f} T")
print(f"inversion temperature at B = 0.01 T: {T_weak:.2f} K")
print(f"inversion temperature at B = 0.1 T: {T_strong:.2f} K")
for gap in (0.20, 0.22):
    print(f"inversion temperature, gap {gap:.2f} eV: "
          f"{temperature_for(ni_inv, gap):.1f} K")
for ratio in (40.0, 160.0):
    T = temperature_for(ratio*N_A/(ratio**2 - 1))
    print(f"inversion temperature, b = {ratio:.0f}: {T:.1f} K")
print(f"light-hole mass: {M_LH:.3f} m_e; mass ratio x: {x:.3f}")
print(f"light/heavy hole density ratio: {x**1.5:.4f}")
print(f"light-hole mobility: {MU_P/x:.2f} m^2/(V s)")
print(f"light-hole factor c: {c:.3f}")
print(f"inversion temperature with light holes: {T_light:.1f} K")
print("checks complete")
```

It prints:

```
gap: 0.21 eV
electron mass: 0.014 m_e; heavy-hole mass: 0.40 m_e
mobilities mu_n, mu_p: 8.0, 0.1 m^2/(V s)
mobility ratio b: 80.0
acceptor density N_A: 1.00e+22 m^-3
electron density at reversal: 1.5627e+18 m^-3
hole density at reversal: 1.00016e+22 m^-3
intrinsic density at reversal: 1.2502e+20 m^-3
hole/electron current ratio at reversal: 80.000
iteration 0: T = 200.00 K
iteration 1: T = 157.98 K
iteration 2: T = 165.58 K
iteration 3: T = 164.01 K
iteration 4: T = 164.32 K
iteration 5: T = 164.26 K
iteration 6: T = 164.27 K
inversion temperature, formula: 164.27 K
same in Celsius: -108.9 deg C
inversion temperature, Fermi-Dirac + forces: 164.28 K
k_B T at inversion: 0.01416 eV
N_c at inversion: 1.684e+22 m^-3
N_v at inversion: 2.572e+24 m^-3
d ln(n_i)/dT at inversion: 0.0543 1/K
single-carrier value 1/(e N_A): 6.2415e-04 m^3/C
T = 120 K: n = 2.559e+15 m^-3, R_H = 6.231e-04 m^3/C
T = 150 K: n = 2.902e+17 m^-3, R_H = 5.059e-04 m^3/C
T = 180 K: n = 7.513e+18 m^-3, R_H = -2.112e-03 m^3/C
T = 210 K: n = 8.192e+19 m^-3, R_H = -1.160e-02 m^3/C
field where mu_n B = 1: 0.125 T
inversion temperature at B = 0.01 T: 164.33 K
inversion temperature at B = 0.1 T: 168.95 K
inversion temperature, gap 0.20 eV: 157.7 K
inversion temperature, gap 0.22 eV: 170.8 K
inversion temperature, b = 40: 178.0 K
inversion temperature, b = 160: 152.4 K
light-hole mass: 0.016 m_e; mass ratio x: 0.040
light/heavy hole density ratio: 0.0080
light-hole mobility: 2.50 m^2/(V s)
light-hole factor c: 5.952
inversion temperature with light holes: 182.3 K
checks complete
```
